\section*{Heating of carriers by a uniform field under elastic scattering}

\section{Problem}

Carriers of mass $m$ move in three dimensions under a constant force $F>0$ along $z$. They are classical, their band is parabolic, $\varepsilon=mv^2/2$, and they do not interact with one another. Fixed scatterers deflect them elastically and isotropically: a collision keeps the speed $v$ and makes the direction random. The mean free path $\lambda$ is the same at all speeds, so the collision rate is $v/\lambda$.

\begin{enumerate}
\item Can the carriers reach a steady state of finite mean energy?
\item How does the mean energy depend on time, long after a start from rest?
\item What do the answers give for a few electrons in helium gas at 1~Torr and 300~K in a field of 1~V/cm, and when does the recoil of the atoms invalidate them?
\end{enumerate}

Three quantities set the scales:
\begin{equation}
\varepsilon_0=F\lambda,\qquad \tau_0=\sqrt{\frac{m\lambda}{F}},\qquad v_0=\frac{\lambda}{\tau_0}=\sqrt{\frac{F\lambda}{m}} .
\end{equation}
I write $T=t/\tau_0$ and $w=v/v_0$. Angle brackets are averages over the carriers. Laboratory units are used, since atomic units are unnatural for a dilute gas.

\section{First estimate by scaling}

In a free flight of length about $\lambda$ the field changes the energy by about $\pm F\lambda$, the sign depending on the direction of flight. Collisions change the direction but not the energy. The energy therefore performs a random walk with step $F\lambda$ and step rate $v/\lambda$:
\begin{equation}
\varepsilon^2\sim (F\lambda)^2\,\frac{v}{\lambda}\,t=F^2\lambda\,v\,t .
\end{equation}
Inserting $v=\sqrt{2\varepsilon/m}$ and dividing by $\sqrt{\varepsilon}$ gives
\begin{equation}
\varepsilon^{3/2}\sim \sqrt{\frac{2}{m}}\,F^2\lambda\,t
\quad\Longrightarrow\quad
\varepsilon\sim 2^{1/3}F\lambda\,T^{2/3}\approx 1.26\,F\lambda\,T^{2/3},
\label{eq:est}
\end{equation}
because $F^2\lambda t/\sqrt m=(F\lambda)^{3/2}T$. A random walk with a constant step rate would give $\varepsilon\sim t^{1/2}$; the growth is faster here because faster carriers take their steps more often. The prefactor is a guess, and the argument does not prove that a steady state is impossible.

\section{Solution}

\subsection{Exact moments}

The velocity distribution $f(\mathbf v,t)$ of a uniform system obeys
\begin{equation}
\frac{\partial f}{\partial t}+\frac Fm\frac{\partial f}{\partial v_z}=\frac v\lambda\,(\bar f-f),
\label{eq:boltz}
\end{equation}
where the bar is the average over directions at fixed speed. Multiply by a function $\phi(\mathbf v)$ and integrate. The field term is integrated by parts; in the collision term the bar can be moved from $f$ to $\phi$, because $v/\lambda$ does not depend on direction:
\begin{equation}
\frac{d\langle\phi\rangle}{dt}=\frac Fm\left\langle\frac{\partial\phi}{\partial v_z}\right\rangle+\left\langle\frac v\lambda(\bar\phi-\phi)\right\rangle .
\label{eq:moment}
\end{equation}
After a start from rest every speed is at most $Ft/m$, since collisions leave speeds unchanged, so all moments are finite.

For $\phi=v_z$ we have $\bar\phi=0$. For $\phi=v^3$ the collision term vanishes, and $\partial v^3/\partial v_z=3v^2(v_z/v)=3vv_z$. Thus
\begin{align}
\frac{d\langle v_z\rangle}{dt}&=\frac Fm-\frac{\langle vv_z\rangle}{\lambda},\label{eq:mom}\\
\frac{d\langle v^3\rangle}{dt}&=\frac{3F}{m}\langle vv_z\rangle .
\end{align}
The first equation gives $\langle vv_z\rangle=\lambda F/m-\lambda\,d\langle v_z\rangle/dt$. Inserting this in the second and integrating from rest,
\begin{equation}
\langle v^3\rangle+\frac{3\lambda F}{m}\langle v_z\rangle=\frac{3\lambda F^2}{m^2}\,t .
\label{eq:identity}
\end{equation}
No approximation to the Boltzmann equation has been made. Since $|\langle v_z\rangle|\le\langle v\rangle\le\langle v^3\rangle^{1/3}$, the second term on the left cannot keep pace with the first. Hence $\langle v^3\rangle$ grows without bound, and $\langle v^3\rangle/t\to3\lambda F^2/m^2$.

\subsection{No steady state of finite mean energy}

A stationary distribution might still exist with infinite $\langle v^3\rangle$. Suppose there is one with finite $\langle v^2\rangle$. Apply (\ref{eq:moment}) to $\phi=\min(v^3,R^3)$. It depends on speed alone, so collisions drop out, and stationarity requires
\begin{equation}
\langle vv_z\rangle_{v<R}=0\quad\text{for every }R,
\end{equation}
where only carriers with $v<R$ contribute to the average. Because $|vv_z|\le v^2$ and $\langle v^2\rangle$ is finite, the limit $R\to\infty$ may be taken, and $\langle vv_z\rangle=0$.

Now take $\phi=v_z\chi(v/R)$, where $\chi$ falls smoothly from 1 to 0 between arguments 1 and 2. The derivative of $\chi$ contributes at most a constant times the fraction of carriers with $R<v<2R$, which vanishes as $R\to\infty$. What remains is (\ref{eq:mom}) with zero on the left, so $\langle vv_z\rangle=\lambda F/m$. The two results contradict each other. The answer to the first question is no.

The physical content appears with $\phi=mv^2/2$ in (\ref{eq:moment}):
\begin{equation}
\frac{d\langle\varepsilon\rangle}{dt}=F\langle v_z\rangle .
\label{eq:power}
\end{equation}
With no energy loss, a steady state needs zero mean drift. The condition found above for every $R$ says more: the drift must vanish at each speed separately. Collisions could then not remove the momentum that the field supplies.

\subsection{Energy diffusion}

For the growth law, consider energies well above $F\lambda$, where the distribution is nearly isotropic:
\begin{equation}
f=f_0(v,t)+f_1(v,t)\cos\theta .
\end{equation}
The derivative in the field term is
\begin{equation}
\frac{\partial f}{\partial v_z}=\cos\theta\,\frac{\partial f_0}{\partial v}+\cos^2\theta\,\frac{\partial f_1}{\partial v}+\frac{\sin^2\theta}{v}f_1 .
\end{equation}
Average (\ref{eq:boltz}) over directions, with $\overline{\cos^2\theta}=1/3$ and $\overline{\sin^2\theta}=2/3$. Then collect the terms proportional to $\cos\theta$:
\begin{align}
\frac{\partial f_0}{\partial t}+\frac{F}{3mv^2}\frac{\partial}{\partial v}(v^2f_1)&=0,\label{eq:f0}\\
\frac{\partial f_1}{\partial t}+\frac Fm\frac{\partial f_0}{\partial v}&=-\frac v\lambda f_1 .
\end{align}
The time derivative of $f_1$ is dropped, because $f_0$ changes little in one collision time $\lambda/v$. Then
\begin{equation}
f_1=-\frac{\lambda F}{mv}\frac{\partial f_0}{\partial v},
\end{equation}
which is smaller than $f_0$ by a factor of order $F\lambda/\varepsilon$; the neglected higher harmonics are smaller still. Substitution in (\ref{eq:f0}) gives
\begin{equation}
\frac{\partial f_0}{\partial t}=\frac{K}{v^2}\frac{\partial}{\partial v}\left(v\frac{\partial f_0}{\partial v}\right),\qquad K=\frac{\lambda F^2}{3m^2}.
\label{eq:diff}
\end{equation}
With $\partial_v=mv\,\partial_\varepsilon$ the right side becomes $v^{-1}\partial_\varepsilon(vD\,\partial_\varepsilon f_0)$, where $D=Km^2v=F^2\lambda v/3$. This is diffusion in energy, with density of states proportional to $v$. The scaling estimate had the same dependence of $D$ on $F$, $\lambda$ and $v$.

Equation (\ref{eq:diff}) becomes familiar in the variable $\rho=v^{3/2}$. Since $v\partial_v=\tfrac32\rho\,\partial_\rho$ and $v^3=\rho^2$,
\begin{equation}
\frac{\partial f_0}{\partial t}=\frac{K}{v^3}\left(v\frac{\partial}{\partial v}\right)^2f_0
=\frac{9K}{4}\,\frac1\rho\frac{\partial}{\partial\rho}\left(\rho\frac{\partial f_0}{\partial\rho}\right).
\end{equation}
This is heat conduction in an infinite plane, with radius $\rho$ and diffusivity $\kappa=9K/4$. The number of carriers is also counted as in a plane, because $3v^2dv=2\rho\,d\rho$. Any initial distribution therefore spreads until its original width is negligible, and $f_0$ tends to zero at every fixed speed. For a start at $\rho=0$ the solution is the plane heat kernel,
\begin{equation}
f_0\propto\frac1t\exp\left(-\frac{\rho^2}{4\kappa t}\right)=\frac1t\exp\left(-\frac{v^3}{U}\right),\qquad U=9Kt=\frac{3\lambda F^2t}{m^2}.
\end{equation}

Let $u=v^3$. The number of carriers in $dv$ is proportional to $v^2f_0\,dv=f_0\,du/3$, so $u$ has an exponential distribution with mean $U$, in agreement with the long-time limit of (\ref{eq:identity}). Then
\begin{equation}
\langle v^2\rangle=\int_0^\infty u^{2/3}e^{-u/U}\frac{du}{U}=\Gamma\!\left(\tfrac53\right)U^{2/3},
\end{equation}
and the answer to the second question is
\begin{equation}
\boxed{\;\langle\varepsilon\rangle=\frac m2\,\Gamma\!\left(\tfrac53\right)\left(\frac{3\lambda F^2t}{m^2}\right)^{2/3}
=\tfrac12\Gamma\!\left(\tfrac53\right)F\lambda\,(3T)^{2/3}\approx0.939\,F\lambda\,T^{2/3}\;}
\label{eq:law}
\end{equation}
It holds at leading order for $\langle\varepsilon\rangle\gg F\lambda$, once the initial $\langle v^3\rangle$ is small compared with $U$.

\subsection{Drift and spread}

Equation (\ref{eq:power}) with (\ref{eq:law}) gives the drift velocity
\begin{equation}
\langle v_z\rangle=\frac1F\frac{d\langle\varepsilon\rangle}{dt}=\frac{2\langle\varepsilon\rangle}{3Ft}\propto t^{-1/3}.
\end{equation}
The drift slows as the carriers heat, because faster carriers collide more often, but its time integral diverges. From rest, the mean displacement along the force is $\langle\varepsilon\rangle/F$.

The mean speed is $\langle w\rangle=\Gamma(4/3)(3T)^{1/3}$, by the same integral with power $1/3$. Integrating the collision rate $\langle w\rangle$ over $T$ gives the mean number of collisions
\begin{equation}
N_c=\tfrac34\,\Gamma\!\left(\tfrac43\right)3^{1/3}\,T^{4/3}.
\end{equation}
Flight lengths are exponentially distributed with mean square $2\lambda^2$. One third of this belongs to the transverse direction $x$, and successive flights are uncorrelated, so $\langle x^2\rangle=\tfrac23\lambda^2N_c$. The bending of the paths is neglected here.

\section{Electrons in helium}

Take a rough cross-section of $6\times10^{-20}\ \mathrm{m^2}$. The gas density is $n=p/k_BT_g=3.219\times10^{22}\ \mathrm{m^{-3}}$, with $T_g$ the gas temperature, so
\begin{equation}
\lambda=\frac{1}{(3.219\times10^{22})(6\times10^{-20})}\ \mathrm m=0.518\ \mathrm{mm}.
\end{equation}
In a field of 1~V/cm this gives $F\lambda=0.0518$~eV and $\tau_0=5.43$~ns. At $t=0.2\ \mu$s we have $T=36.86$, hence $(3T)^{2/3}=23.04$ and
\begin{equation}
\langle\varepsilon\rangle=\tfrac12(0.9027)(23.04)(0.0518\ \mathrm{eV})=0.54\ \mathrm{eV}=8.6\times10^{-20}\ \mathrm J .
\end{equation}
By then an electron has made nearly 120 collisions. The drift velocity is 18~km/s against an rms speed of 435~km/s, so the distribution is indeed nearly isotropic. The mean displacement along the force is 0.54~cm and the rms displacement along each transverse axis is 0.46~cm, so the rms distance from the field axis through the starting point is $\sqrt2$ times larger, about 0.65~cm.

\section{Comparison}

\subsection{Estimate and solution}

The estimate (\ref{eq:est}) has the right exponent. Its prefactor is 34\% above that of (\ref{eq:law}); at $0.2\ \mu$s it gives 0.72~eV instead of 0.54~eV. The crude walk ignored the average over directions, the spread of flight lengths and the shape of the distribution.

\subsection{Simulation of the elastic model}

A Monte Carlo simulation follows individual carriers without the diffusion approximation. The collision rate changes during a flight, so a short time window $h$ is chosen, in which the speed cannot exceed $v_b=v+Fh/m$. A tentative collision time is drawn from an exponential distribution with mean $\lambda/v_b$. If it lies beyond the window, the carrier flies freely for $h$ and a new window begins. Otherwise the carrier flies to that time, and the collision is accepted with probability $v/v_b$, where $v$ is the speed on arrival. The accepted rate is $(v_b/\lambda)(v/v_b)=v/\lambda$, as required. Restarting the clock introduces no error, because exponential waiting times have no memory. An accepted collision draws $\cos\theta$ uniformly from $[-1,1]$ and the azimuth uniformly from $[0,2\pi]$.

With 200\,000 carriers started from rest, $\langle w^3\rangle$ at $T=1$ is 0.818, far from the diffusion value 3. The left side of (\ref{eq:identity}), in scaled form $\langle w^3\rangle+3\langle w_z\rangle$, is $3.001\pm0.004$. The identity thus holds where diffusion fails.

A longer run with 10\,000 carriers gives these mean energies in eV. The last column solves the energy-diffusion equation with atomic recoil and gas temperature, starting from a thermal distribution. Its first entry is about 2\% too high, because the diffusion approximation is not yet accurate at $0.05\ \mu$s.

\begin{center}
\begin{tabular}{cccc}
$t$ ($\mu$s) & elastic simulation & law (\ref{eq:law}) & with recoil\\
0.05 & $0.209\pm0.001$ & 0.214 & 0.225\\
0.2 & $0.534\pm0.004$ & 0.538 & 0.534\\
0.8 & $1.357\pm0.009$ & 1.357 & 1.192\\
1.6 & $2.150\pm0.015$ & 2.154 & 1.590
\end{tabular}
\end{center}

The exponent fitted to the elastic simulation from 0.1 to $1.6\ \mu$s is $0.671\pm0.005$, consistent with $2/3$. At $1.6\ \mu$s the cumulative distribution of $v^3$ differs from the exponential one by at most 0.005, within the sampling scatter of order $1/\sqrt{10\,000}=0.01$.

At $0.05\ \mu$s the simulation lies 2.4\% below the law. Identity (\ref{eq:identity}) leads one to expect a shortfall of about this size. There $T=9.22$ and the predicted drift is $\langle w_z\rangle\approx0.30$, so $\langle w^3\rangle$ falls short of $3T$ by the fraction $0.30/9.22\approx3\%$. If one assumes that the shape of the distribution is unchanged, the energy falls short by two thirds of this, about 2\%.

\subsection{Recoil restores a steady state}

Let the scatterers be atoms of mass $M\gg m$, initially at rest. With isotropic scattering in the centre-of-mass frame, the velocity after a collision is $(m\mathbf v+Mv\,\mathbf n)/(m+M)$, where $\mathbf n$ is a random unit vector. Its mean square is $v^2(m^2+M^2)/(m+M)^2$, so the mean fractional energy loss is $2mM/(m+M)^2\approx2m/M$. At collision rate $v/\lambda$ this is a drag $dv/dt=-(m/M)v^2/\lambda$, and (\ref{eq:diff}) becomes
\begin{equation}
\frac{\partial f_0}{\partial t}=\frac1{v^2}\frac{\partial}{\partial v}\left(Kv\frac{\partial f_0}{\partial v}+\frac mM\frac{v^4}{\lambda}f_0\right).
\end{equation}
In a steady state the bracket vanishes, which gives
\begin{equation}
f_0\propto\exp\left(-\frac{m}{M}\frac{v^4}{4\lambda K}\right)=\exp\left[-\frac{3m}{M}\left(\frac{\varepsilon}{F\lambda}\right)^2\right].
\end{equation}
Write the exponent as $-a\varepsilon^2$. Averaging $\varepsilon$ with the density of states $\sqrt\varepsilon$, and substituting $y=a\varepsilon^2$, gives
\begin{equation}
\langle\varepsilon\rangle_\infty=\frac{\tfrac12a^{-5/4}\Gamma(5/4)}{\tfrac12a^{-3/4}\Gamma(3/4)}=F\lambda\sqrt{\frac{M}{3m}}\,\frac{\Gamma(5/4)}{\Gamma(3/4)} .
\end{equation}
A simulation with the full two-body kinematics and $M/m=400$ gives $8.54\,F\lambda$ at $T=200$ and $8.57\,F\lambda$ at $T=400$, each with a sampling error of about $0.08\,F\lambda$ for the 4000 carriers used. The formula gives $8.54\,F\lambda$, so the two agree to within about 1\%. The growth has stopped.

For helium $M/m=7296$, and the constant cross-section assumed here gives $\langle\varepsilon\rangle_\infty=1.89$~eV, or 1.91~eV when the gas is at 300~K. The cross-section of real helium is nearer $7\times10^{-20}\ \mathrm{m^2}$ at these energies, which lowers the steady energy to between roughly 1.6 and 1.7~eV. The elastic law reaches 1.89~eV at $T\approx242$, that is at $1.3\ \mu$s. The law must be used well before this time. At $1.6\ \mu$s it is already 35\% above the solution with recoil.

\subsection{The window in the real gas}

At $0.2\ \mu$s the neglected effects are modest. A thermal start at 300~K raises the elastic energy from 0.538 to 0.546~eV, or 1.4\%. This follows from the initial scaled value $\langle w^3\rangle=8\sqrt{2/\pi}\,(k_BT_g/F\lambda)^{3/2}\approx2.25$, which adds 2.0\% to $3T=110.6$ and two thirds of that to the energy. Recoil and gas heat then lower the result by 2.1\%. The cross-section matters more, and even the sign of its effect depends on how it varies with energy. A linear rise from 5 to $7\times10^{-20}\ \mathrm{m^2}$ between 0 and 3~eV would raise the energy by 7.6\% relative to the constant value, because electrons near 0.5~eV would then have a longer free path. In helium, however, the polarization of the atom makes the cross-section rise steeply at low energy, to roughly $6.6\times10^{-20}\ \mathrm{m^2}$ at 0.5~eV. The free path there is shorter than assumed, and the energy is lowered by roughly 5\%.

Excitation of helium begins near a rough 20~eV. To gain it from a field of 1~V/cm an electron must move 20~cm along the force, whereas the mean displacement at $0.2\ \mu$s is 0.54~cm. Excitation and ionization are therefore negligible. The exponential law for $v^3$ would put a fraction of about $10^{-84}$ of the electrons above 20~eV, but this number is only an extrapolation: so far out in the tail $f_1/f_0=w/T\approx0.75$, and the diffusion approximation is no longer accurate. The cell must be several centimetres wide if few electrons are to reach its walls, and the electrons must be few enough for space charge and mutual collisions to be ignored. Under these conditions the $t^{2/3}$ law gives the mean energy near $0.2\ \mu$s to within about 10\%, but the exponent itself is not cleanly visible in this gas. The influence of the thermal start has not quite faded when recoil cooling sets in: between 0.05 and $0.8\ \mu$s the recoil column of the table grows with an average exponent of only about 0.6. Further values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
gas: 1.0 Torr, 300 K; field 1.0 V/cm
cross-section (rough) = 6.0 x 1e-20 m^2
gas density = 3.219e+22 m^-3
mean free path = 0.5178 mm
energy unit F*lam = 0.05178 eV
time unit tau0 = 5.426 ns
speed unit = 95.43 km/s
atom/electron mass ratio = 7296.3
gas kT = 0.02585 eV
early run: 200000 carriers; both sides in scaled units
T=1: <w^3>=0.818, identity sum=3.001 +- 0.004, 3T=3
T=2: <w^3>=3.953, identity sum=6.006 +- 0.011, 3T=6
T=8: <w^3>=23.041, identity sum=24.020 +- 0.052, 3T=24
T=8 drift: simulation 0.3263 +- 0.0035, law 0.3130
T=8 <w w_z> = 1.0295 (scaled)
long run: 10000 carriers; mean energies in eV
t(us)  T  elastic simulation +- error  2/3 law  with recoil and gas heat
0.05    9.22 0.2085 +- 0.0014 0.2137 0.2245
0.10   18.43 0.3350 +- 0.0023 0.3392 0.3456
0.20   36.86 0.5339 +- 0.0037 0.5384 0.5343
0.40   73.72 0.8649 +- 0.0059 0.8547 0.8150
0.80  147.44 1.3566 +- 0.0093 1.3568 1.1915
1.60  294.89 2.1500 +- 0.0146 2.1538 1.5898
fitted exponent, 0.1 to 1.6 us = 0.6710 +- 0.0045
largest gap to exponential law of w^3 = 0.0054
collisions by 1.6 us: simulation 1894.9, law 1895.9
rms x at 1.6 us: simulation 1.820 cm, law 1.841 cm
recoil test, mass ratio 400: energy/(F lam) at T=200, 400 = 8.542, 8.572; formula 8.541
helium steady energy: cold-gas formula 1.8888 eV, cold numerical 1.8886 eV
helium steady energy at 300 K = 1.9104 eV
main example at t = 0.2 us:
mean energy by 2/3 law = 0.5384 eV = 8.627e-20 J
drift velocity by law = 17.95 km/s
rms speed by law = 435.2 km/s
distance along force = 0.538 cm
rms transverse x = 0.460 cm
mean number of collisions = 118.5
elastic, thermal start = 0.5458 eV
recoil and gas heat change it by -2.11 %
cross-section 5 to 7 x 1e-20 m^2 over 0 to 3 eV changes it by 7.61 %
log10 fraction above 20 eV (rough threshold) = -84.3
\end{verbatim}
